# Zero-energy transmission of a chain with random hopping: a numerical check

```python
"""
Result under test: a chain with random hopping only, between uniform leads,
has at zero energy the transmission T = 1/cosh(X)^2, where
X = sum of ln(odd bond / even bond) is an unbiased random walk.
Both the mean and the standard deviation of -ln T then grow as sqrt(L).

Symbols: L number of random bonds (even unless stated), t0 lead hopping,
sigma2 variance of ln(hopping), s = sqrt(sigma2*L) deviation of X.
H = -sum t_n (|n><n+1| + h.c.), energies in units of t0, lengths in bonds.
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import erf

rng = np.random.default_rng(20240)
SAMPLES = 10000
HALF_WIDTH = 0.6                      # ln(t/t0) uniform on [-0.6, 0.6]
sigma2 = HALF_WIDTH**2 / 3
sigma = np.sqrt(sigma2)


def random_bonds(length, half_width=HALF_WIDTH, samples=SAMPLES):
    bonds = rng.uniform(-half_width, half_width, (length, samples))
    return np.exp(bonds, out=bonds)


def minus_log_T(bonds, energy=0.0, lead=1.0, site=None):
    """Propagate an outgoing wave from right to left; T = 1/|incident|^2."""
    length, samples = bonds.shape
    k = np.arccos(-energy / (2 * lead))
    psi = np.ones(samples, complex)
    psi_right = np.exp(1j * k) * psi
    hop_right = lead
    for n in range(length, -1, -1):
        hop_left = bonds[n - 1] if n > 0 else lead
        onsite = 0.0 if site is None else site[n]
        psi_left = ((onsite - energy) * psi - hop_right * psi_right) / hop_left
        psi_right, psi, hop_right = psi, psi_left, hop_left
    incident = (psi_right - psi * np.exp(-1j * k)) / (2j * np.sin(k))
    return 2 * np.log(np.abs(incident))


def green_T(bonds, lead):
    """Zero-energy transmission from the inverted matrix with lead terms."""
    inverse_G = (np.diag(bonds, 1) + np.diag(bonds, -1)).astype(complex)
    inverse_G[0, 0] += 1j * lead
    inverse_G[-1, -1] += 1j * lead
    return 4 * lead**2 * abs(np.linalg.inv(inverse_G)[0, -1])**2


def log_cosh(x):
    return abs(x) + np.log1p(np.exp(-2 * abs(x))) - np.log(2)


def gauss_average(function, s):
    """Average of an even function of X, X Gaussian with deviation s."""
    def integrand(x):
        return function(x) * np.exp(-x * x / (2 * s * s))
    near = quad(integrand, 0, s, limit=300)[0]
    far = quad(integrand, s, 11 * s, limit=300)[0]
    return 2 * (near + far) / (np.sqrt(2 * np.pi) * s)


def gauss_moments(s):
    mean = gauss_average(lambda x: 2 * log_cosh(x), s)
    square = gauss_average(lambda x: 4 * log_cosh(x)**2, s)
    return mean, np.sqrt(square - mean**2)


# --- Exact formula for single chains, even and odd numbers of bonds
for length in (2, 4, 20, 40, 3, 21):
    for lead in (1.0, 1.7):
        chain = random_bonds(length, samples=1)[:, 0]
        X = np.log(chain[0::2]).sum() - np.log(chain[1::2]).sum()
        if length % 2:
            X -= np.log(lead)
        assert abs(green_T(chain, lead) * np.cosh(X)**2 - 1) < 1e-9
        wave = minus_log_T(chain[:, None], lead=lead)[0]
        assert abs(wave - 2 * log_cosh(X)) < 1e-9

small = np.array([1.2, 0.8, 0.9, 1.1])
X_small = np.log(small[0] * small[2] / (small[1] * small[3]))
T_small = green_T(small, 1.0)
assert abs(T_small - 1 / np.cosh(X_small)**2) < 1e-12
print("Four-bond chain, hoppings (t0):", *small)
print(f"  X = {X_small:.5f}, T from matrix inversion = {T_small:.5f}")

# --- The zero mode found by diagonalization performs the random walk
modes, sites = 3000, 41
walk_bonds = random_bonds(sites - 1, samples=modes).T
H = np.zeros((modes, sites, sites))
index = np.arange(sites - 1)
H[:, index, index + 1] = -walk_bonds
H[:, index + 1, index] = -walk_bonds
values, vectors = np.linalg.eigh(H)
assert np.max(np.abs(values[:, sites // 2])) < 1e-12
zero_mode = np.abs(vectors[:, :, sites // 2])
print("Zero modes of 41-site chains: variance of ln|psi(2m+1)/psi(1)|")
for m in (5, 10, 20):
    log_ratio = np.log(zero_mode[:, 2 * m] / zero_mode[:, 0])
    variance = log_ratio.var()
    assert abs(variance / (2 * m * sigma2) - 1) < 0.12   # sampling error 2.6%
    assert abs(log_ratio.mean()) < 4.5 * np.sqrt(variance / modes)
    print(f"  m = {m:2d}: found {variance:.3f}, 2 m sigma2 = {2*m*sigma2:.3f}")

# --- Large-s formulas against quadrature
s_big = 40.0
mean_q, dev_q = gauss_moments(s_big)
mean_law = 2 * s_big * np.sqrt(2 / np.pi) - 2 * np.log(2)
var_law = 4 * s_big**2 * (1 - 2 / np.pi) - 2 * np.pi / 3
assert abs(mean_q - mean_law) < 1 / s_big
assert abs(dev_q**2 - var_law) < 2.5 / s_big
mean_T_q = gauss_average(lambda x: np.exp(-2 * log_cosh(x)), s_big)
assert abs(mean_T_q * s_big / np.sqrt(2 / np.pi) - 1) < 1 / s_big**2

# --- Ensembles at E = 0 and at E = 0.5 t0
print(f"sigma2 = {sigma2:.4f}, sigma = {sigma:.4f}, chains = {SAMPLES}")
print("-ln T at E = 0: simulated mean, dev | Gaussian walk mean, dev")
zero, finite = {}, {}
for length in (100, 400, 1600):
    bonds = random_bonds(length)
    data = minus_log_T(bonds)
    s = sigma * np.sqrt(length)
    mean_g, dev_g = gauss_moments(s)
    zero[length] = (data.mean(), data.std())
    assert abs(data.mean() - mean_g) < 4.5 * dev_g / np.sqrt(SAMPLES)
    assert abs(data.std() / dev_g - 1) < 0.04            # sampling error 0.9%
    print(f"  L = {length:4d} bonds, s = {s:6.3f}: {data.mean():6.2f}, "
          f"{data.std():6.2f} | {mean_g:6.2f}, {dev_g:6.2f}")
    off = minus_log_T(bonds, energy=0.5)
    finite[length] = (off.mean(), off.std())
    if length == 400:
        bonds_400, data_400 = bonds.copy(), data
    if length == 1600:                # dimerized copy of the longest chains
        delta = 0.1
        bonds[0::2] *= np.exp(delta / 2)
        bonds[1::2] *= np.exp(-delta / 2)
        dimer = minus_log_T(bonds)
        dimer_law = length * delta - 2 * np.log(2)
        assert abs(dimer.mean() - dimer_law) < 4.5 * 2 * s / np.sqrt(SAMPLES)
        assert abs(dimer.std() / (2 * s) - 1) < 0.04
        dimer_line = (dimer.mean(), dimer_law, dimer.std(), 2 * s)
    del bonds
print(f"  dev/mean at L = 1600: {zero[1600][1]/zero[1600][0]:.3f}, "
      f"limit sqrt(pi/2-1) = {np.sqrt(np.pi/2-1):.4f}")
print("-ln T at E = 0.5 t0: simulated mean, dev")
for length in finite:
    print(f"  L = {length:4d} bonds: {finite[length][0]:.2f}, "
          f"{finite[length][1]:.2f}")
assert abs(finite[1600][0] / finite[400][0] - 4) < 0.2
assert abs(finite[1600][1] / finite[400][1] - 2) < 0.15
print("Dimerized, delta = 0.1, L = 1600, E = 0:")
print("  mean {:.2f} (law {:.2f}), dev {:.2f} (law {:.2f})".format(*dimer_line))

# --- Equal neighbouring pairs: disorder without a walk transmits perfectly
paired = np.repeat(bonds_400[:200], 2, axis=0)
worst = np.max(np.abs(minus_log_T(paired)))
assert worst < 1e-9
print(f"Equal pairs, L = 400: largest |ln T| = {worst:.1e}")

# --- Another distribution and lead hopping: only the variance of ln t counts
box_mean = quad(np.log, 0.5, 1.5)[0]
box_var = quad(lambda t: (np.log(t) - box_mean)**2, 0.5, 1.5)[0]
box = minus_log_T(rng.uniform(0.5, 1.5, (400, SAMPLES)), lead=1.7)
box_g = gauss_moments(np.sqrt(400 * box_var))
assert abs(box.mean() - box_g[0]) < 4.5 * box_g[1] / np.sqrt(SAMPLES)
assert abs(box.std() / box_g[1] - 1) < 0.04
print(f"Hopping uniform on [0.5, 1.5], leads 1.7: variance of ln t = "
      f"{box_var:.4f}")
print(f"  L = 400: mean {box.mean():.2f} (walk {box_g[0]:.2f}), "
      f"dev {box.std():.2f} (walk {box_g[1]:.2f})")

# --- Average transmission and the Boltzmann value at L = 400
length = 400
s = sigma * np.sqrt(length)
T_400 = np.exp(-data_400)
mean_T = gauss_average(lambda x: np.exp(-2 * log_cosh(x)), s)
assert abs(T_400.mean() - mean_T) < 4.5 * T_400.std() / np.sqrt(SAMPLES)
open_law = erf(np.arccosh(np.sqrt(2)) / (s * np.sqrt(2)))
open_found = np.mean(T_400 > 0.5)
assert abs(open_found - open_law) < 4.5 * np.sqrt(open_law / SAMPLES)
open_share = T_400[T_400 > 0.5].sum() / T_400.sum()
assert open_share > 0.6

weak_width, weak_length = 0.03, 20    # weak scattering: golden rule
weak = minus_log_T(random_bonds(weak_length, weak_width))
weak_R = np.mean(-np.expm1(-weak))
golden_R = weak_length * weak_width**2 / 3
assert abs(weak_R / golden_R - 1) < 0.07                 # sampling error 1.4%

boltzmann_T = 1 / (1 + sigma2 * length)
slices = 100000                       # thin slices joined without phases
r = sigma2 * length / slices
T_sum, R_sum = 1.0, 0.0
for _ in range(slices):
    loop = 1 - R_sum * r
    T_sum, R_sum = T_sum * (1 - r) / loop, R_sum + T_sum**2 * r / loop
assert abs(T_sum / boltzmann_T - 1) < 2e-3               # slice error of order r
typical_T = np.exp(-data_400.mean())
assert typical_T < boltzmann_T < T_400.mean()
print(f"Weak disorder, L = 20: reflection {weak_R:.5f}, "
      f"golden rule {golden_R:.5f}")
print("Transmission at L = 400, E = 0:")
print(f"  average: simulated {T_400.mean():.4f}, walk {mean_T:.4f}, "
      f"sqrt(2/pi)/s = {np.sqrt(2/np.pi)/s:.4f}")
print(f"  typical exp<ln T> = {typical_T:.2e}")
print(f"  Boltzmann: length 1/sigma2 = {1/sigma2:.2f} bonds, "
      f"T = {boltzmann_T:.4f}")
print(f"  average/Boltzmann = {T_400.mean()/boltzmann_T:.2f}, "
      f"Boltzmann/typical = {boltzmann_T/typical_T:.0f}")
print(f"  chains with T > 1/2: found {open_found:.4f}, walk {open_law:.4f}")
print(f"  their share of the average = {open_share:.3f}")

# --- Size of neglected effects, same chains
print(f"Neglected effects at L = 400 (undisturbed mean of -ln T "
      f"{data_400.mean():.2f}):")
print(f"  energy scale exp(-s) = {np.exp(-s):.2e} t0")
shifted = {}
for energy in (1e-8, 1e-4, 1e-3, 1e-2, 1e-1):
    shifted[energy] = minus_log_T(bonds_400, energy=energy).mean()
    print(f"  energy {energy:.0e} t0: mean {shifted[energy]:.2f}")
assert abs(shifted[1e-8] / data_400.mean() - 1) < 0.02
assert shifted[1e-1] > 2 * data_400.mean()
noise = rng.standard_normal((length + 1, SAMPLES))
for width in (1e-3, 1e-2, 1e-1):
    value = minus_log_T(bonds_400, site=width * noise).mean()
    print(f"  site disorder, deviation {width:.0e} t0: mean {value:.2f}")
for delta in (0.01, 0.1):
    tilt = np.exp(delta / 2 * np.where(np.arange(length) % 2 == 0, 1, -1))
    value = minus_log_T(bonds_400 * tilt[:, None]).mean()
    print(f"  dimerization delta = {delta}: drift of X "
          f"{length*delta/2:.1f}, mean {value:.2f}")

print("all assertions hold")
```

Printed output:

```
Four-bond chain, hoppings (t0): 1.2 0.8 0.9 1.1
  X = 0.20479, T from matrix inversion = 0.95920
Zero modes of 41-site chains: variance of ln|psi(2m+1)/psi(1)|
  m =  5: found 1.195, 2 m sigma2 = 1.200
  m = 10: found 2.434, 2 m sigma2 = 2.400
  m = 20: found 4.782, 2 m sigma2 = 4.800
sigma2 = 0.1200, sigma = 0.3464, chains = 10000
-ln T at E = 0: simulated mean, dev | Gaussian walk mean, dev
  L =  100 bonds, s =  3.464:   4.35,   3.97 |   4.33,   3.99
  L =  400 bonds, s =  6.928:   9.75,   8.16 |   9.76,   8.24
  L = 1600 bonds, s = 13.856:  20.78,  16.54 |  20.77,  16.65
  dev/mean at L = 1600: 0.796, limit sqrt(pi/2-1) = 0.7555
-ln T at E = 0.5 t0: simulated mean, dev
  L =  100 bonds: 12.52, 4.65
  L =  400 bonds: 49.68, 9.76
  L = 1600 bonds: 199.18, 19.72
Dimerized, delta = 0.1, L = 1600, E = 0:
  mean 158.24 (law 158.61), dev 27.65 (law 27.71)
Equal pairs, L = 400: largest |ln T| = 7.5e-15
Hopping uniform on [0.5, 1.5], leads 1.7: variance of ln t = 0.0948
  L = 400: mean 8.48 (walk 8.55), dev 7.28 (walk 7.30)
Weak disorder, L = 20: reflection 0.00592, golden rule 0.00600
Transmission at L = 400, E = 0:
  average: simulated 0.1097, walk 0.1142, sqrt(2/pi)/s = 0.1152
  typical exp<ln T> = 5.82e-05
  Boltzmann: length 1/sigma2 = 8.33 bonds, T = 0.0204
  average/Boltzmann = 5.37, Boltzmann/typical = 351
  chains with T > 1/2: found 0.0957, walk 0.1012
  their share of the average = 0.694
Neglected effects at L = 400 (undisturbed mean of -ln T 9.75):
  energy scale exp(-s) = 9.80e-04 t0
  energy 1e-08 t0: mean 9.87
  energy 1e-04 t0: mean 13.13
  energy 1e-03 t0: mean 16.66
  energy 1e-02 t0: mean 24.07
  energy 1e-01 t0: mean 38.21
  site disorder, deviation 1e-03 t0: mean 13.96
  site disorder, deviation 1e-02 t0: mean 18.76
  site disorder, deviation 1e-01 t0: mean 32.25
  dimerization delta = 0.01: drift of X 2.0, mean 10.17
  dimerization delta = 0.1: drift of X 20.0, mean 38.58
all assertions hold
```
